# Where Adatoms Are First Buried Under a Uniform Surfactant Layer, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and symmetry fix

An atom lands at a point on a surfactant layer, wanders over it, and at some moment changes places with a surfactant atom and is buried. Suppose that two constants govern this motion: a diffusion coefficient $D$, with dimension length²/time, and an exchange rate $k$, with dimension 1/time. One length can be built from them,

$$\lambda=\sqrt{D/k}.$$

Let $p(\mathbf r)$ be the probability per unit area that the atom is buried at displacement $\mathbf r$ from its landing point. If the layer has no preferred direction, $p$ depends on the distance $r=|\mathbf r|$ alone. Since $p$ has dimension 1/length², and $r/\lambda$ is the one dimensionless combination of $r$, $D$ and $k$, the answer must have the form

$$p(r)=\frac{1}{\lambda^{2}}\,f\!\left(\frac r\lambda\right),\qquad 2\pi\int_0^\infty x f(x)\,dx=1 .$$

The second relation says that the atom is buried somewhere. It follows from $\int p\,2\pi r\,dr=1$ with $r=\lambda x$.

Much is settled before any equation is solved. Every typical burial distance is a pure number times $\lambda$. If $D$ and $k$ are both doubled, the map of burial positions does not change, although the atoms are buried twice as fast. What remains is the function $f$. The result will be

$$\boxed{\,p(r)=\frac{1}{2\pi\lambda^2}\,K_0\!\left(\frac r\lambda\right)\,}$$

where $K_0$ is the modified Bessel function of the second kind and order zero.

## 2. The model

The dimensional argument used several assumptions, which are now stated in full.

- The layer is uniform and unbounded. It has no steps, islands or defects that would bring in another length.
- Diffusion is isotropic. The convention for $D$ is that a free atom has mean-square displacement $\langle r^2\rangle=4Dt$ in the plane, or $2Dt$ along each axis.
- The exchange rate is constant. An atom on top at time $t$ is buried in the next short interval $dt$ with probability $k\,dt$, wherever it is and however long it has been there.
- The atom meets no other adatom and does not desorb.
- The length $\lambda$ is much larger than the spacing of adsorption sites, so that hopping may be described by a diffusion equation.

"Burial" here means the first exchange. If the atom later returns to the top, its final position is a different quantity, which is treated in the second half.

## 3. The cloud on top of the layer

Let $c(\mathbf r,t)$ be the probability per unit area that the atom is still on top and is at $\mathbf r$ at time $t$. Diffusion redistributes this probability and exchange removes it, so

$$\frac{\partial c}{\partial t}=D\nabla^2c-kc,\qquad c(\mathbf r,0)=\delta^2(\mathbf r).$$

The loss term acts equally everywhere and can be split off. Put $c=e^{-kt}g$. Then

$$\frac{\partial c}{\partial t}=-k\,e^{-kt}g+e^{-kt}\frac{\partial g}{\partial t}.$$

The first term on the right equals $-kc$ and cancels the loss term of the balance equation. What is left is free diffusion,

$$\frac{\partial g}{\partial t}=D\nabla^2 g,\qquad g(\mathbf r,0)=\delta^2(\mathbf r).$$

To solve it, take the Fourier transform $\tilde g(\mathbf q,t)=\int g\,e^{-i\mathbf q\cdot\mathbf r}d^2r$. The Laplacian becomes $-q^2$, and the delta function has transform 1. Hence

$$\frac{d\tilde g}{dt}=-Dq^2\tilde g,\qquad \tilde g(\mathbf q,t)=e^{-Dq^2t}.$$

Because $q^2=q_x^2+q_y^2$, the inverse transform is a product of two equal one-dimensional integrals. For the $x$ direction, completing the square gives

$$iq_xx-Dt\,q_x^2=-Dt\left(q_x-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}.$$

The integrand is analytic and dies out at both ends, so the path of integration may be shifted by the imaginary amount $ix/2Dt$. The remaining Gaussian integral is $\sqrt{\pi/Dt}$, and

$$\int_{-\infty}^{\infty}\frac{dq_x}{2\pi}\,e^{iq_xx-Dtq_x^2}=\frac{1}{2\pi}\sqrt{\frac{\pi}{Dt}}\;e^{-x^2/4Dt}=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}} .$$

This is a Gaussian of variance $2Dt$, in agreement with the convention for $D$. Multiplying by the same factor for $y$ and restoring the loss gives

$$c(r,t)=\frac{1}{4\pi Dt}\exp\!\left(-\frac{r^2}{4Dt}-kt\right).$$

The Gaussian part integrates to one over the plane, so the probability of still being on top is $e^{-kt}$. The mean time on top is $\int_0^\infty e^{-kt}dt=1/k$.

## 4. From the cloud to the burial density

The probability of being buried at $\mathbf r$, per unit area, between $t$ and $t+dt$ is $k\,c(r,t)\,dt$. Burials at different times exclude each other, so their probabilities add:

$$p(r)=k\int_0^\infty c(r,t)\,dt=\frac{k}{4\pi D}\int_0^\infty\frac{dt}{t}\exp\!\left(-\frac{r^2}{4Dt}-kt\right).$$

Measure time in units of the mean time on top, $s=kt$, and distance in units of $\lambda$, $x=r/\lambda$. From here on $x$ denotes this dimensionless distance unless it is named a coordinate. Three replacements are needed:

$$\frac{dt}{t}=\frac{ds}{s},\qquad \frac{k}{4\pi D}=\frac1{4\pi\lambda^2},\qquad \frac{r^2}{4Dt}=\frac{k r^2}{4Ds}=\frac{x^2}{4s}.$$

They give

$$p(r)=\frac{1}{4\pi\lambda^2}\int_0^\infty\frac{ds}{s}\exp\!\left(-s-\frac{x^2}{4s}\right).$$

The exponent contains $s$ and $1/s$ and is unchanged when $s$ is replaced by $x^2/4s$. A logarithmic variable centred on $s=x/2$ makes this symmetry plain. Put $s=(x/2)e^u$ with $u$ running from $-\infty$ to $\infty$. Then $ds/s=du$ and

$$s+\frac{x^2}{4s}=\frac x2e^u+\frac x2e^{-u}=x\cosh u .$$

The integrand is now even in $u$, so

$$\int_0^\infty\frac{ds}{s}\exp\!\left(-s-\frac{x^2}{4s}\right)=2\int_0^\infty e^{-x\cosh u}\,du=2K_0(x).$$

The last equality is the definition of $K_0$ used here,

$$K_0(x)=\int_0^\infty e^{-x\cosh u}\,du\qquad(x>0).$$

The factor 2 turns $1/4\pi$ into $1/2\pi$, and the boxed result follows. In the language of Section 1, $f(x)=K_0(x)/2\pi$.

## 5. The same result as a stationary problem

A second view shows where the Bessel equation comes from and fixes the prefactor independently. Integrate the balance equation over all times. The left side gives $c(\mathbf r,\infty)-c(\mathbf r,0)=-\delta^2(\mathbf r)$. On the right, $\int c\,dt=p/k$. Therefore

$$-\delta^2(\mathbf r)=\frac Dk\nabla^2p-p,\qquad\text{or}\qquad p-\lambda^2\nabla^2p=\delta^2(\mathbf r).$$

This is also the equation for steady deposition at a single point, with one atom arriving per unit time and $p$ the burial rate per area.

Away from the origin, with $x=r/\lambda$ and a function of distance alone, the equation becomes

$$\frac{d^2p}{dx^2}+\frac1x\frac{dp}{dx}-p=0,$$

which is the modified Bessel equation of order zero. The integral for $K_0$ satisfies it. Each derivative with respect to $x$ brings down a factor $-\cosh u$, so

$$K_0''+\frac{K_0'}{x}-K_0=\int_0^\infty\left(\sinh^2u-\frac{\cosh u}{x}\right)e^{-x\cosh u}du,$$

where $\cosh^2u-1=\sinh^2u$ was used. The integrand is $-1/x$ times the derivative of $\sinh u\,e^{-x\cosh u}$ with respect to $u$. That function vanishes at both limits, so the integral is zero.

For the prefactor, integrate the stationary equation over a small disk of radius $\epsilon$. The right side gives 1. The integral of $p$ itself vanishes as $\epsilon\to0$, because Section 6 will show that $p$ grows no faster than a logarithm. The divergence theorem turns the Laplacian term into a flux through the rim:

$$-2\pi\epsilon\,\lambda^2\,p'(\epsilon)\to1 .$$

To apply this condition the slope of $K_0$ is needed. Define

$$K_1(x)=-K_0'(x)=\int_0^\infty\cosh u\;e^{-x\cosh u}du .$$

Write $\cosh u=\sinh u+e^{-u}$. The first part integrates to $e^{-x}/x$. The second lies between 0 and $\int_0^\infty e^{-u}du=1$. So $xK_1(x)$ lies between $e^{-x}$ and $e^{-x}+x$, and it tends to 1 as $x\to0$. With $p=A\,K_0(r/\lambda)$ the slope is $p'=-(A/\lambda)K_1$, and the flux is

$$2\pi\lambda^2A\,\frac{\epsilon}{\lambda}K_1\!\left(\frac\epsilon\lambda\right)\to2\pi\lambda^2A=1,$$

which gives $A=1/2\pi\lambda^2$ as before.

## 6. Close to the landing point and far from it

**Close in.** The symmetry $s\to x^2/4s$ maps the range $s<x/2$ onto $s>x/2$, so half of the full integral can be written as

$$K_0(x)=\int_{x/2}^\infty\frac{ds}{s}\,e^{-s}\,e^{-x^2/4s}.$$

In this range $x^2/4s$ is at most $x/2$, so the last factor lies between $e^{-x/2}$ and 1 and may be dropped as $x\to0$. Integration by parts of what remains, with $z=x/2$, gives

$$\int_z^\infty\frac{e^{-s}}{s}ds=-e^{-z}\ln z+\int_z^\infty e^{-s}\ln s\,ds\;\to\;-\ln z-\gamma ,$$

where $\gamma=-\int_0^\infty e^{-s}\ln s\,ds$ is Euler's constant, about 0.577. Hence

$$p(r)\approx\frac{1}{2\pi\lambda^2}\left[\ln\frac{2\lambda}{r}-\gamma\right],\qquad r\ll\lambda .$$

The logarithm has a simple origin. At a small distance $r$, the density of the cloud is close to $1/4\pi Dt$ for all times between roughly $r^2/4D$, when the cloud has reached $r$, and $1/k$, when the atom is likely to have been buried. Each factor of ten in time contributes equally, and the number of such factors grows as $\ln(1/r)$. The divergence is harmless to probabilities, since $r\ln r\to0$. On a real surface it is cut off at the site spacing.

**Far out.** For large $x$ the factor $e^{-x\cosh u}$ is concentrated near $u=0$, where $\cosh u\approx1+u^2/2$. The Gaussian integral over half a line gives

$$K_0(x)\approx e^{-x}\int_0^\infty e^{-xu^2/2}du=\sqrt{\frac{\pi}{2x}}\;e^{-x},$$

$$p(r)\approx\frac{1}{2\pi\lambda^2}\sqrt{\frac{\pi\lambda}{2r}}\;e^{-r/\lambda},\qquad r\gg\lambda .$$

The concentration at $u=0$ means $s=x/2$. Atoms buried far away at distance $r$ have therefore typically lived for a time $t\approx r/(2\lambda k)$, which grows in proportion to the distance.

## 7. How far the atoms get

A density per area and a density of distances are different things. The probability that the distance lies between $r$ and $r+dr$ is

$$2\pi r\,p(r)\,dr=\frac{r}{\lambda^2}K_0\!\left(\frac r\lambda\right)dr .$$

The density per area is greatest at the landing point. The density of distances vanishes there, because a small ring has little area. Its maximum is where the derivative of $xK_0$ is zero, that is where $K_0(x)=xK_1(x)$.

The probability of burial beyond a distance $R$ follows from the Bessel equation, which can be written $(xK_0')'=xK_0$. With $X=R/\lambda$,

$$P(r>R)=\int_X^\infty xK_0\,dx=\Big[xK_0'\Big]_X^\infty=X K_1(X)=\frac R\lambda K_1\!\left(\frac R\lambda\right).$$

At $R\to0$ this tends to 1, so $p$ is normalized.

The averages are easiest to find by fixing the lifetime $t$ first and then averaging over the lifetimes, whose density is $ke^{-kt}$. For fixed $t$ the mean square is $4Dt$, and the mean lifetime is $1/k$:

$$\langle r^2\rangle=\frac{4D}{k}=4\lambda^2 .$$

For fixed $t$ the mean distance is

$$\frac{1}{2Dt}\int_0^\infty r^2e^{-r^2/4Dt}dr=\frac{1}{2Dt}\,\frac{\sqrt\pi}{4}(4Dt)^{3/2}=\sqrt{\pi Dt}.$$

The average of $\sqrt t$ is $k\int_0^\infty\sqrt t\,e^{-kt}dt=\sqrt\pi/(2\sqrt k)$, so

$$\langle r\rangle=\sqrt{\pi D}\;\frac{\sqrt\pi}{2\sqrt k}=\frac{\pi}{2}\lambda .$$

The Fourier transform is obtained in the same way from $\tilde g=e^{-Dq^2t}$:

$$\tilde p(q)=k\int_0^\infty e^{-(k+Dq^2)t}dt=\frac{1}{1+\lambda^2q^2}.$$

If positions are recorded along one axis alone, the transform of their density $P(x)$ is $\tilde p$ with $q_y=0$. Here $x$ is again a coordinate. The density then obeys $P-\lambda^2P''=\delta(x)$. Its decaying solution is a multiple of $e^{-|x|/\lambda}$, and integration to 1 fixes the multiple:

$$P(x)=\frac{1}{2\lambda}e^{-|x|/\lambda}.$$

The projected density is finite at the origin: integrating over $y$ removes the logarithm.

# Second half: materials, numbers and limits

## 8. Symbols and results carried over

An adatom lands at the origin, diffuses with coefficient $D$ (mean-square displacement $4Dt$) and is buried at constant rate $k$. The burial length is $\lambda=\sqrt{D/k}$. The probability per area of first burial at distance $r$, and the probability of first burial beyond $R$, are

$$p(r)=\frac{K_0(r/\lambda)}{2\pi\lambda^2},\qquad P(r>R)=\frac R\lambda K_1\!\left(\frac R\lambda\right),$$

with $K_1=-K_0'$. The mean distance is $\pi\lambda/2$, the mean square is $4\lambda^2$, and the Fourier transform of $p$ is $1/(1+\lambda^2q^2)$. The free diffusion cloud is $g(r,t)=e^{-r^2/4Dt}/(4\pi Dt)$.

## 9. What the constant rate contributes

Let the time on top have some other probability density $w(t)$, independent of the path. The burial density is then

$$p_w(r)=\int_0^\infty w(t)\,g(r,t)\,dt .$$

Its mean square is $4D$ times the mean lifetime, whatever the shape of $w$. A measured mean square therefore says nothing about whether the exchange rate is constant. That information is in the shape of the distribution.

As a contrast, let every atom live for the same time $1/k$. The burial density is then the Gaussian $g(r,1/k)=e^{-r^2/4\lambda^2}/(4\pi\lambda^2)$, and the probability of burial beyond $R$ is

$$\int_R^\infty\frac{2\pi r}{4\pi\lambda^2}e^{-r^2/4\lambda^2}dr=e^{-R^2/4\lambda^2}.$$

At $R=4\lambda$ this is $e^{-4}=0.018$. The constant rate gives $4K_1(4)=0.050$, nearly three times as much, with the same $D$ and the same mean lifetime. The excess comes from atoms that stay on top longer than average: by the estimate $t\approx r/(2\lambda k)$ for distant burials, those buried near $4\lambda$ have typically lived for about $2/k$. The sharp peak at the origin comes from the atoms that are buried almost at once, which the fixed lifetime does not allow.

For an atom that diffuses freely and is buried at a constant rate, the density of first burials is now known, with $\lambda=\sqrt{D/k}$ as its only length, and comparison with a fixed lifetime has shown what the constant rate contributes to its shape. It remains to obtain $\lambda$ from the hop and exchange barriers, to work through an example with numbers, and to examine the limits set by the lattice, steps, returns to the top and other neglected effects.

Numerical values quoted here were computed with a short program.
